\section*{Finite-Size Velocity of the Single-Step Growth Model on a Ring}

\section{Problem}

A one-dimensional surface has integer heights $h_i$ on the sites $i=1,\dots,L$ of a ring, with $L$ even. Neighbouring heights differ by one unit, so the slopes
\begin{equation}
s_i=h_{i+1}-h_i
\end{equation}
take the values $\pm1$. The surface closes on itself, $h_{L+1}=h_1$, and therefore
\begin{equation}
\sum_{i=1}^{L}s_i=0 .
\label{eq:closure}
\end{equation}
Half of the slopes are up and half are down: the ring is half-filled with up-slopes. Material arrives at random. Each local minimum is turned into a local maximum, $h_i\to h_i+2$, at rate 1, independently of the others. Nothing is removed.

Find the velocity $v_L$ of the mean height $\bar h=L^{-1}\sum_i h_i$ in the long-time steady state, and its leading dependence on $L$ for a large ring.

\section{A tempting solution}

Site $i$ is a local minimum when the surface falls towards it and rises after it, that is, when $(s_{i-1},s_i)=(-1,+1)$. Each event adds 2 to one height and so adds $2/L$ to $\bar h$. With $P$ the probability that a given site is a minimum, there are on average $LP$ minima, each growing at rate 1, and
\begin{equation}
v_L=\frac{2}{L}\,LP=2P .
\label{eq:v2P}
\end{equation}
Half of the slopes are up and half are down. The growth is random, so one supposes that it leaves no correlation between neighbouring slopes. Then
\begin{equation}
P=\frac12\cdot\frac12=\frac14,\qquad v_L=\frac12 ,
\end{equation}
with no dependence on $L$ at all.

\section{Where it fails}

The smallest ring exposes the error. For $L=2$ there are two slope configurations, $(+,-)$ and $(-,+)$. Each has one minimum, which grows at rate 1 and adds $2/2=1$ to the mean height. Hence $v_2=1$, twice the value just obtained.

Equation \eqref{eq:v2P} is sound. The fault lies in the product $\frac12\cdot\frac12$. By Eq.~\eqref{eq:closure} the slopes cannot be independent: if one of them is down, the other $L-1$ contain $L/2$ up-slopes and only $L/2-1$ down-slopes. The neighbour of a down-slope is then more likely to be up than down, provided that all arrangements are equally likely. That proviso is a statement about the dynamics, and it too needs a proof.

\section{Solution}

\subsection{Equal weights are stationary}

Growth at site $i$ changes the pair $(s_{i-1},s_i)$ from $(-,+)$ to $(+,-)$. The sum of the slopes is unchanged, and the rates depend on the slopes alone. The slope configurations $C$ therefore form a Markov chain with
\begin{equation}
\Omega=\binom{L}{L/2}
\end{equation}
states. Let $n_{\min}(C)$ and $n_{\max}(C)$ be the numbers of local minima and maxima.

The chain leaves $C$ at total rate $n_{\min}(C)$. To find the rate of entry, note that the last event before arriving in $C$ created a maximum. For each maximum $i$ of $C$ there is one predecessor $C^{(i)}$, obtained by turning that maximum back into a minimum, and it leads to $C$ at rate 1. The master equation is
\begin{equation}
\frac{dp(C)}{dt}=\sum_{i\,\in\,\text{maxima of }C}p\bigl(C^{(i)}\bigr)-n_{\min}(C)\,p(C).
\end{equation}
Insert equal weights, $p=1/\Omega$:
\begin{equation}
\frac{dp(C)}{dt}=\frac{n_{\max}(C)-n_{\min}(C)}{\Omega}=0 .
\end{equation}
The difference vanishes because, on going once round a ring, changes from falling to rising alternate with changes from rising to falling.

\subsection{The steady state is unique}

In a growth event an up-slope moves one place to the left, into a place held by a down-slope. Unfold the ring and label the $N=L/2$ up-slopes by positions $x_1<x_2<\dots<x_N<x_1+L$, continued by $x_{j-N}=x_j-L$. Let $y_j$ be the positions in any desired final configuration, labelled in the same way. Shift all $y_j$ to the left by a multiple of $L$, which leaves the configuration on the ring unchanged, until $y_j\le x_j$ for every $j$.

Suppose that up-slope $j$ has not arrived, $x_j>y_j$. If it is free to move, move it. If it is blocked, then $x_{j-1}=x_j-1$, and
\begin{equation}
y_{j-1}\le y_j-1<x_j-1=x_{j-1},
\end{equation}
so its left neighbour has not arrived either. Pass to that neighbour and repeat the argument. The search ends at an up-slope that is free to move, because the ring also contains down-slopes. Each move shortens the total remaining distance by one, so the final configuration is reached after finitely many events.

Every configuration can thus be reached from every other. A finite continuous-time Markov chain with this property has one stationary distribution and relaxes to it from any start. The long-time velocity is therefore the average over equally weighted configurations.

\subsection{Counting the minima}

Fix $s_{i-1}=-1$ and $s_i=+1$. The other $L-2$ slopes must contain $L/2-1$ up-slopes, so
\begin{align}
P&=\frac{\binom{L-2}{L/2-1}}{\binom{L}{L/2}}
=\frac{(L-2)!}{\left[(L/2-1)!\right]^2}\,\frac{\left[(L/2)!\right]^2}{L!}\nonumber\\
&=\frac{(L/2)^2}{L(L-1)}=\frac{L}{4(L-1)} .
\end{align}
The second line uses $(L/2)!=(L/2)\,(L/2-1)!$ and $L!=L(L-1)(L-2)!$. With Eq.~\eqref{eq:v2P},
\begin{equation}
v_L=\frac{L}{2(L-1)} .
\label{eq:result}
\end{equation}

For $L=2$ this gives 1, as found directly. For $L=4$ there are six configurations. Two are zigzags with two minima, and four have one minimum. The mean number of minima is $(2\cdot2+4\cdot1)/6=4/3$, and $v_4=(2/4)(4/3)=2/3$, in agreement with Eq.~\eqref{eq:result}.

The factor 2 in the height step matters when results are compared. If heights are counted so that one event adds one unit, all velocities here are halved.

\subsection{The finite-size correction}

Subtract the limit of an infinite ring:
\begin{equation}
v_L-\frac12=\frac{L-(L-1)}{2(L-1)}=\frac{1}{2(L-1)} .
\end{equation}
Then separate the leading term:
\begin{equation}
\frac{1}{2(L-1)}-\frac{1}{2L}=\frac{L-(L-1)}{2L(L-1)}=\frac{1}{2L(L-1)} .
\end{equation}
Hence
\begin{equation}
v_L=\frac12+\frac{1}{2L}+\frac{1}{2L(L-1)} .
\label{eq:expansion}
\end{equation}
The leading correction is $1/(2L)$. The last term is smaller than it by the factor $1/(L-1)$.

Direct solution of the master equation gives $v=0.571429$ for $L=8$ and $0.545455$ for $L=12$, equal to $8/14$ and $12/22$. A simulation of the heights themselves at $L=20$ gives $0.5271\pm0.0010$ (standard error), against $20/38=0.5263$. The value $1/2$ lies far outside that error.

\section{The correction as a correlation}

The product $(1-s_{i-1})(1+s_i)/4$ equals 1 at a minimum and 0 elsewhere. Since $\langle s_i\rangle=0$,
\begin{equation}
v_L=2P=\frac{1-\langle s_{i-1}s_i\rangle}{2} .
\label{eq:corr}
\end{equation}
With equal weights, every pair of different slopes has the same correlation $c$. The square of Eq.~\eqref{eq:closure} contains $L$ terms $s_i^2=1$ and $L(L-1)$ terms with different indices:
\begin{equation}
0=L+L(L-1)\,c\quad\Longrightarrow\quad c=-\frac{1}{L-1} .
\end{equation}
Equation \eqref{eq:corr} then returns Eq.~\eqref{eq:result}. The correlation does not decay with distance along the ring. It is the trace of one global constraint, shared equally among all pairs.

The tempting answer does solve a different problem. Let the slopes sum to $M$ instead of zero, so that the surface is tilted and $h_{i+L}=h_i+M$. The proof that equal weights are stationary is unchanged, since it uses only the alternation of minima and maxima. By translation symmetry $\langle s_{i-1}\rangle=\langle s_i\rangle$, so these terms still cancel in Eq.~\eqref{eq:corr}. Now $M^2=L+L(L-1)c$, and
\begin{equation}
v_L(M)=\frac12\left[1-\frac{M^2-L}{L(L-1)}\right]=\frac{L^2-M^2}{2L(L-1)} .
\end{equation}
At $M=\pm L$ the surface is a uniform slope without minima, and the velocity vanishes as it must. If each slope is chosen by a fair coin, then $\langle M^2\rangle=L$, and the average over such rings is
\begin{equation}
\langle v_L(M)\rangle=\frac{L^2-L}{2L(L-1)}=\frac12
\end{equation}
at every $L$. Independent slopes thus describe a collection of rings with different tilts. A single ring keeps its tilt for ever. The untilted one is faster than this average because $v_L(M)$ is largest at $M=0$: every tilted member is slower than the untilted ring, although those with $M^2<L$ still exceed $1/2$.

\section{Two conditions on the result}

\textbf{Steady state.} A flat zigzag surface has $L/2$ minima and starts with $v=(2/L)(L/2)=1$. For $L=8$ the velocity has fallen to 0.6094 at $t=2$, and at $t=80$ it is 0.571429, the steady value. From this start, an average that includes the early stage is too high, and the excess could be mistaken for a finite-size effect. A start with few minima, such as a single wedge, errs in the opposite direction.

\textbf{Removal.} Let minima grow at rate $k$ and let maxima be removed, $h_i\to h_i-2$, at rate $q$. A configuration is left at rate $kn_{\min}+qn_{\max}$. With equal weights it is entered at rate $kn_{\max}+qn_{\min}$. The two agree, so equal weights remain stationary, and
\begin{equation}
v_L=\frac{2}{L}\bigl(k\langle n_{\min}\rangle-q\langle n_{\max}\rangle\bigr)=(k-q)\,\frac{L}{2(L-1)} .
\label{eq:removal}
\end{equation}
The velocity changes, but for $k\neq q$ its ratio to the infinite-ring value does not.

\section{A numerical example}

Take $L=100$ cells, each 5 nm wide, so that the ring is 500 nm long. Let one event add one layer of 0.324 nm, which is half of a lattice constant of 0.648 nm. One height unit is then 0.162 nm. Neighbouring cells thus differ by half a layer, which in CdTe(001) is the distance from a Cd plane to the next Te plane and not the height of a full layer step; the assignment only fixes a scale. Let each minimum grow at $k=4\ \mathrm{s^{-1}}$. The infinite ring grows at
\begin{equation}
0.162\ \mathrm{nm}\times4\ \mathrm{s^{-1}}\times\tfrac12=0.324\ \mathrm{nm/s},
\end{equation}
or one layer per second. For the finite ring $v_L=100/198=0.505051$, and the rate is
\begin{equation}
0.162\ \mathrm{nm}\times4\ \mathrm{s^{-1}}\times0.505051=0.32727\ \mathrm{nm/s}=1.178\ \mu\mathrm{m/h}.
\end{equation}
The excess is 0.00327 nm/s, or 1.01\% of the infinite-ring rate, and on average it amounts to 11.8 nm after one hour of steady growth. The thickness of a single ring scatters about its mean by roughly 4 nm over that hour, about a third of the excess. The leading term $1/(2L)=0.005000$ accounts for 99\% of the full correction 0.005051.

The steady state must be reached first. The slowest decay rate of the chain, computed for small rings and extrapolated on the assumption that it falls as $L^{-3/2}$, gives a relaxation time of about 38 s at $L=100$, during which about 12 nm are grown. This is an estimate: between $L=8$ and $L=12$ the computed exponent is 1.60, not yet 1.5. It is also a cautious one. The slowest mode has wave number $2\pi/L$ and does not enter the velocity, which is invariant under translation. The slowest mode that does enter it decays 2.6 to 2.8 times faster for $L=8$ to 16, which extrapolates to about 15 s at $L=100$.

\section{The model beside a real film}

The layer thickness and growth rate are in the rough regime of molecular-beam epitaxy of CdTe(001) near 570 K. The excess of 1\% is nevertheless a property of the model and not a prediction for CdTe. The model accepts material only at minima. Read as uniform arrival at rate $k$ on every cell, it rejects the fraction $1-P$, about three quarters, of what arrives, and the dependence on $L$ is a dependence of the accepted fraction. If every arrival is kept, for instance by moving it to the nearest minimum, then $v=2k$ at every $L$: a film with complete sticking grows at the rate set by the flux and has no such correction. The model also has no surface diffusion. With a rough adatom barrier of 0.8 eV and an attempt rate of $10^{13}\ \mathrm{s^{-1}}$, an adatom hops about $8\times10^5$ times per second, while one layer is grown per second. A site of the model therefore cannot be an atomic site.

The size of a sensible cell follows from a scaling argument. Let $F$ be the deposition rate in layers per second, $D$ the hop rate, and $\ell$ the island spacing in surface lattice lengths. Adatoms live for a time of order $\ell^2/D$ before capture, so their density is of order $F\ell^2/D$. Pairs form at a rate per site of order $D(F\ell^2/D)^2$. If a pair is already a stable island, one such event per area $\ell^2$ and per layer time $1/F$ requires $F\ell^6/D\sim1$, or $\ell\sim(D/F)^{1/6}$. With a surface lattice length of $0.648/\sqrt2=0.458$ nm this gives about 4.5 nm, which is why the cells were made 5 nm wide. The estimate fixes only the order of magnitude. It omits a numerical prefactor: a lattice simulation of irreversible nucleation at the same $D/F$ gives a spacing of about 7 nm. A change of the barrier by 0.2 eV changes the spacing by a factor of 2.

Such cells bring errors of their own:
\begin{itemize}
\item A square cell holds about 119 formula units per layer. Independent arrivals would give a relative counting noise of $1/\sqrt{119}\approx0.09$, whereas the random waiting time of a single event has a relative spread of 1. The model is much too noisy. With waiting times of the same mean and a relative spread of 0.09, the velocity rises to about 0.93 (0.60 nm/s) and the excess at $L=100$ falls from 1\% to about 0.1\%.
\item Diffusing atoms may favour deep pits. Suppose that a minimum with two down-slopes before it and two up-slopes after it grows 10\% faster, all other rates being held fixed. At $L=12$ equal weights are lost, and $v$ rises by 0.028, more than five times the finite-size correction at $L=100$. The shift is nearly the same at $L=10$, which suggests, without proving it, that it persists on large rings.
\item Re-evaporation at an assumed $0.04\ \mathrm{s^{-1}}$ per maximum multiplies the rate by 0.99, by Eq.~\eqref{eq:removal}. Since $0.99\times100/99=1$, the growth rate returns to 0.32400 nm/s: for these numbers the loss cancels the finite-size excess.
\item A real surface is two-dimensional. When the same rule is applied to a periodic square surface, with growth where all four neighbours are higher, the velocity falls by $0.020\pm0.002$ between edges of 8 and 16 sites. On the one-dimensional ring it falls by 0.038 between the same lengths.
\end{itemize}

An absolute growth rate would therefore not reveal the correction, since small changes in the local rates move it as much or more. Within the model, the correction appears when steady velocities are compared at different $L$ with all rates held fixed. The remaining values for small rings are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Master equation, heights in model units, rate 1 per minimum
L= 2 states=  2 v=1.000000 slope corr=-1.000000 gap=2.00000
L= 4 states=  6 v=0.666667 slope corr=-0.333333 gap=1.00000
L= 6 states= 20 v=0.600000 slope corr=-0.200000 gap=0.53443
L= 8 states= 70 v=0.571429 slope corr=-0.142857 gap=0.33717
L=10 states=252 v=0.555556 slope corr=-0.111111 gap=0.23568
L=12 states=924 v=0.545455 slope corr=-0.090909 gap=0.17609
extrapolated v at infinite L = 0.50005
extrapolated coefficient of 1/L = 0.4981
L=8, independent fair-coin slopes: v = 0.500000
L=8 flat start: v(0)=1.0000 v(2)=0.6094 v(80)=0.571429
L=8 with removal rate 0.3: v = 0.400000
L=20 simulation: v = 0.5271 +- 0.0010
L=20 formula: v = 0.5263
Worked example
cells = 100, cell width = 5.0 nm, ring length = 500 nm
lattice constant = 0.648 nm, layer = 0.324 nm
event rate = 4.0 1/s, temperature = 570.0 K
v_L = 0.505051 model units
full correction = 0.005051, 1/(2L) = 0.005000
remainder beyond 1/(2L) = 5.05e-05
growth rate, infinite ring = 0.32400 nm/s
growth rate, this ring = 0.32727 nm/s = 1.1782 um/h
finite-size excess = 0.00327 nm/s = 1.010 percent
excess thickness after 1 h = 11.78 nm
Neglected effects
assumed adatom barrier = 0.8 eV, attempt rate = 1e+13 1/s
deposition = 1.00 layers/s, adatom hop rate = 8.45e+05 1/s
island spacing, scaling estimate = 4.5 nm
formula units per cell layer = 119, relative counting noise = 0.092
removal rate 0.04 1/s: growth rate = 0.32400 nm/s
deep pits filled 10 percent faster, L=10: shift of v = 0.02880, weight ratio = 1.546
deep pits filled 10 percent faster, L=12: shift of v = 0.02837, weight ratio = 1.758
2D surface 8x8: v = 0.3717 +- 0.0009
2D surface 16x16: v = 0.3517 +- 0.0019
v(8)-v(16): 2D = 0.0200 +- 0.0021, 1D = 0.0381
gap exponent between L=8 and 12 = 1.602
gap*L^1.5: L=12 7.320, extrapolated 6.655
slowest relaxation time, L=100 = 38 s, film grown meanwhile = 12 nm
\end{verbatim}
